\section*{Inverse-cube and inverse-fourth-power adsorption potentials from pairwise attraction}

\section{The problem}

During the purge step of atomic layer deposition, a small closed-shell gas molecule passes close to a silicon wafer. Treat the molecule as a point, and let each silicon atom at distance $r$ contribute the energy
\begin{equation}
 w(r)=-\frac{C_6}{r^6},\qquad C_6>0,
\end{equation}
with zero energy at infinite separation. The contributions are simply added.

The surface is an ideal Si(001) face, cut from the bulk crystal without rearrangement. Its cubic lattice constant is $a=0.543$ nm, and $C_6=8.0\times10^{-5}$ eV\,nm$^6$. Both are rough typical values, the second of the size expected for a nitrogen-like molecule and a free silicon atom. An atom bonded in the crystal is less polarizable, so the real attraction can be clearly weaker. The molecule is at height $Z=0.350$ nm above the plane through the top nuclei.

\begin{enumerate}
\item How does the attraction depend on distance for a single atomic sheet, and how for a solid filling a half-space?
\item What is the attraction at the given height, averaged over lateral positions of the molecule?
\end{enumerate}

The cubic cell holds eight atoms. Along [001] they lie in four equally spaced planes, with two atoms per area $a^2$ in each. Hence
\begin{align}
 n&=\frac{8}{a^3}=49.97\ \text{nm}^{-3}, &
 \sigma&=\frac{2}{a^2}=6.783\ \text{nm}^{-2}, &
 d&=\frac a4=0.1358\ \text{nm},
\end{align}
where $n$ is the number of atoms per volume, $\sigma$ the number per area of one plane, and $d$ the plane spacing. These satisfy $n=\sigma/d$.

\section{A tempting wrong solution}

Replace the crystal by a continuous medium of density $n$. The surface is where the atoms begin, so let the medium begin at the top nuclei and put the molecule at distance $Z$ from its edge.

Consider first a thin slice of the medium, of thickness $ds$, at distance $s$ from the molecule. A ring of radius $\rho$ and width $d\rho$ in this slice contains $2\pi\rho\,n\,d\rho\,ds$ atoms, all at squared distance $\rho^2+s^2$. Adding the rings and slices gives
\begin{equation}
 V=-nC_6\int_Z^\infty ds\int_0^\infty
 \frac{2\pi\rho\,d\rho}{(\rho^2+s^2)^3}.
\end{equation}
With $u=\rho^2$ and $du=2\rho\,d\rho$, the inner integral is
\begin{equation}
 \pi\int_0^\infty\frac{du}{(u+s^2)^3}
 =\pi\left[-\frac{1}{2(u+s^2)^2}\right]_0^\infty
 =\frac{\pi}{2s^4}.
 \label{ring}
\end{equation}
The outer integral then gives
\begin{equation}
 V=-\frac{\pi nC_6}{2}\int_Z^\infty\frac{ds}{s^4}
 =-\frac{\pi nC_6}{2}\,\frac{1}{3Z^3}
 =-\frac{\pi nC_6}{6Z^3}.
 \label{wrong}
\end{equation}
The coefficient is $\pi nC_6/6=2.093\times10^{-3}$ eV\,nm$^3$, so
\begin{equation}
 V=-\frac{2.093\times10^{-3}}{(0.350)^3}\ \text{eV}=-48.8\ \text{meV}.
\end{equation}

\section{Where it fails}

The result can be tested against a part of the same solid. Take the top atomic plane alone and spread its atoms evenly within the plane. The ring integral (\ref{ring}) applies again, with the areal density $\sigma$ in place of $n\,ds$. At distance $z$ from the sheet,
\begin{equation}
 V_{\rm sheet}(z)=-\frac{C_4}{z^4},\qquad
 C_4=\frac{\pi\sigma C_6}{2}.
 \label{sheet}
\end{equation}
Here $C_4=8.524\times10^{-4}$ eV\,nm$^4$, and
\begin{equation}
 V_{\rm sheet}(Z)=-\frac{8.524\times10^{-4}}{(0.350)^4}\ \text{eV}
 =-56.8\ \text{meV}.
\end{equation}
The whole solid apparently attracts the molecule less than its own top plane does. This is impossible, because every further plane adds a negative energy.

The contradiction appears whenever
\begin{equation}
 \frac{\pi nC_6}{6Z^3}<\frac{\pi\sigma C_6}{2Z^4}.
\end{equation}
Multiplying by the positive quantity $6Z^4/(\pi C_6)$ gives $nZ<3\sigma$, and $n=\sigma/d$ turns this into $Z<3d=0.407$ nm. The given height lies below this limit.

The integrals are correct. The fault is the position of the edge. A continuous medium that represents planes of atoms must give each plane a slab of thickness $d$, since $nd=\sigma$. If the medium starts at the top nuclei, the slab representing the top plane extends from depth $0$ to depth $d$. Its matter lies on average $d/2$ too deep, and so does the matter of every slab below it.

\section{The right solution}

\subsection{The two laws and the edge}

Centre each slab on its own plane, so that it extends from $d/2$ above the nuclei to $d/2$ below them. Neighbouring slabs then meet without gap or overlap, and the edge of the medium lies $d/2$ outside the top nuclei. The distance from the molecule to the edge is
\begin{equation}
 x=Z-\frac d2=0.2821\ \text{nm}.
\end{equation}
The integral in (\ref{wrong}) is unchanged except for its lower limit, which is now $x$:
\begin{equation}
 V_{\rm half}(x)=-\frac{C_3}{x^3},\qquad C_3=\frac{\pi nC_6}{6}.
 \label{half}
\end{equation}
The sheet follows an inverse-fourth-power law and the half-space an inverse-cube law. Each integration over a direction of space removes one power of distance: two directions turn $r^{-6}$ into $z^{-4}$, and the third turns this into $x^{-3}$.

A film of thickness $D$ connects the two laws. It is a half-space with edge at $x$ minus one with edge at $x+D$:
\begin{equation}
 V_{\rm film}=-C_3\left[\frac1{x^3}-\frac1{(x+D)^3}\right].
\end{equation}
For $D\gg x$ the second term is negligible and the half-space law remains. For $D\ll x$, the expansion $(x+D)^{-3}\approx x^{-3}-3Dx^{-4}$ gives $V_{\rm film}\approx-3C_3D/x^4=-\pi(nD)C_6/(2x^4)$. This is the sheet law with $\sigma=nD$. The power therefore depends on whether the solid is thick or thin compared with the distance to it.

At the given height the half-space law yields
\begin{equation}
 V_{\rm half}=-\frac{2.093\times10^{-3}}{(0.2821)^3}\ \text{eV}
 =-93.2\ \text{meV}.
\end{equation}

\subsection{How good the continuum is}

The molecule is only about two and a half plane spacings above the nuclei, so spreading matter in depth needs an error estimate. Keep the planes separate:
\begin{equation}
 V_{\rm planes}=-C_4\sum_{j=0}^{\infty}\frac1{s_j^4},\qquad s_j=Z+jd.
 \label{planes}
\end{equation}
The continuum replaces each term by its average over a slab. With $t$ measured from the plane,
\begin{equation}
 \frac1{(s+t)^4}=\frac1{s^4}-\frac{4t}{s^5}+\frac{10t^2}{s^6}-\cdots .
\end{equation}
Over $-d/2<t<d/2$ the average of $t$ is zero and that of $t^2$ is $d^2/12$. The slab average is therefore
\begin{equation}
 \frac1d\int_{-d/2}^{d/2}\frac{dt}{(s+t)^4}
 =\frac1{s^4}+\frac{5d^2}{6s^6}+\cdots .
\end{equation}
The term linear in $t$ vanishes because the slab is centred on its plane. Summing over all slabs and solving for the sum over planes gives
\begin{equation}
 \sum_j\frac1{s_j^4}
 =\frac1d\int_x^\infty\frac{ds}{s^4}
 -\frac{5d^2}{6}\sum_j\frac1{s_j^6}+\cdots .
\end{equation}
In the small second term the sum may be replaced, to leading order, by $(1/d)\int_x^\infty s^{-6}ds=1/(5dx^5)$. Hence
\begin{equation}
 \sum_j\frac1{s_j^4}
 =\frac1{3dx^3}-\frac{d}{6x^5}+\cdots
 =\frac1{3dx^3}\left(1-\frac{d^2}{2x^2}+\cdots\right).
\end{equation}
Multiplication by $-C_4$, with $C_4/(3d)=\pi\sigma C_6/(6d)=C_3$, leads to
\begin{equation}
 V_{\rm planes}=-\frac{C_3}{x^3}\left(1-\frac{d^2}{2x^2}+\cdots\right).
 \label{correction}
\end{equation}

Direct numerical summation of (\ref{planes}) gives
\begin{equation}
 V_{\rm planes}=-84.1\ \text{meV}=-8.11\ \text{kJ/mol}.
\end{equation}
This answers the second question within the pairwise model. It is weaker than the half-space value by $9.1/93.2=9.8\,\%$ of the latter. The leading estimate $d^2/(2x^2)$ is $11.6\,\%$, and the next two orders of the same expansion bring it to $9.2\,\%$ and $10.0\,\%$. The series is asymptotic: at this small $x/d$ its partial sums scatter around $9.8\,\%$ without converging. The wrong solution, at $-48.8$ meV, misses $42\,\%$ of the plane sum.

Farther away both continuum values improve, but at different rates. With the edge at the nuclei, the ratio to the correctly placed half-space is
\begin{equation}
 \left(\frac xZ\right)^3=\left(1-\frac d{2Z}\right)^3
 \approx1-\frac{3d}{2Z},
\end{equation}
an error of first order in $d/Z$. The correct edge leaves an error of second order. At $Z=3.50$ nm, the wrong edge still gives $5.6\,\%$ less attraction than the plane sum, while the correct half-space differs from it by $0.08\,\%$.

\subsection{Which power governs at a given height}

The top plane supplies $56.8/84.1=67.5\,\%$ of the attraction at $Z=0.350$ nm. Neither pure law in $Z$ then describes the crystal. Define the local exponent as $p=-d\ln|V|/d\ln Z$. Numerical differentiation of the plane sum gives $p=3.49$ here, between the sheet and half-space values. Lowering the molecule by $1\,\%$ thus strengthens the attraction by about $3.5\,\%$.

Far from the surface, $V\approx-C_3/(Z-d/2)^3$, for which
\begin{equation}
 p=\frac{3Z}{Z-d/2}.
\end{equation}
This tends to 3 as $Z$ grows. At $Z=3.50$ nm the plane sum gives $p=3.06$, and the top plane's share has dropped to $11\,\%$. To leading order that share is $(C_4/Z^4)/(C_3/Z^3)=3d/Z$, since $C_4/C_3=3\sigma/n=3d$.

\subsection{Atoms within the planes}

The sheet law also spreads atoms sideways. To see what this hides, the pair energies were summed over individual atoms of a large block with the silicon structure. At the given height the sum is $-94.0$ meV directly above a top-plane atom and $-76.8$ meV above the hollow between four such atoms. The difference is $20\,\%$ of the plane sum. The average over a regular grid of 16 lateral positions is $-84.1$ meV, in agreement with the smeared planes.

The half-space value of $-93.2$ meV happens to lie near the value above an atom. This is no evidence for the continuum, which has no lateral structure and must be compared with the average. At $Z=0.70$ nm the difference between the same two sites is only $0.1\,\%$ of the plane sum at that height. Lateral smearing is then a very good approximation.

\section{What the attraction leaves out}

\subsection{Repulsion}

The half-space attraction alone has no minimum; it diverges as $x\to0$. A simple model of the overlap repulsion adds $+C_{12}/r^{12}$ for each pair. The same two integrations give, for the half-space,
\begin{equation}
 nC_{12}\int_x^\infty ds\,\pi\int_0^\infty\frac{du}{(u+s^2)^6}
 =nC_{12}\int_x^\infty\frac{\pi\,ds}{5s^{10}}
 =\frac{\pi nC_{12}}{45x^9}\equiv\frac A{x^9}.
\end{equation}
The total is $U(x)=A/x^9-C_3/x^3$. At its minimum,
\begin{equation}
 -\frac{9A}{x^{10}}+\frac{3C_3}{x^4}=0
 \quad\Longrightarrow\quad A=\frac{C_3x^6}{3},
 \qquad U=-\frac23\,\frac{C_3}{x^3}.
\end{equation}
In this model, repulsion cancels one third of the attraction at the equilibrium distance. If the given height is that equilibrium, the half-space well is $\tfrac23\times93.2=62.1$ meV deep. This is only a rough value, because smearing the planes in depth is much less accurate for the steep repulsion than for the attraction. If the planes are kept separate and $C_{12}$ is chosen to put the minimum at the same height, the well is about 54 meV deep. Both values still smear the atoms sideways. The steep repulsion varies strongly from site to site, so the depth and height of the well at a particular site differ considerably from these averages. With the $C_{12}$ of the separate planes, sums over individual atoms give a well of about 46 meV at $Z=0.38$ nm above a top-plane atom and about 81 meV at $Z=0.28$ nm above the hollow. The site with the strongest attraction at fixed height thus has the shallower well.

\subsection{Mutual polarization}

Adding pair energies ignores the fact that polarized silicon atoms also polarize each other. A static dipole $p_0$, normal to the surface at distance $x$ from the edge, indicates the size of this effect. In Gaussian units, an atom of polarizability $\alpha$ gains $-\tfrac12\alpha E^2$, where $E^2=p_0^2(1+3\cos^2\theta)/r^6$ and $\theta$ is measured from the inward normal. With $c=\cos\theta$, the medium begins at $r=x/c$, and the pairwise sum is
\begin{align}
 U_{\rm pair}
 &=-\frac{n\alpha p_0^2}{2}\,2\pi\int_0^1dc\,(1+3c^2)
   \int_{x/c}^\infty\frac{dr}{r^4}\nonumber\\
 &=-\frac{\pi n\alpha p_0^2}{3x^3}\int_0^1(c^3+3c^5)\,dc
  =-\frac{\pi n\alpha p_0^2}{4x^3},
\end{align}
because the last integral is $\tfrac14+\tfrac12=\tfrac34$. The Clausius--Mossotti relation, $n\alpha=\frac{3}{4\pi}\frac{\varepsilon-1}{\varepsilon+2}$, connects $\alpha$ with the relative permittivity $\varepsilon$.

For the full response, a charge $q$ outside the dielectric has an image $-\beta q$ at equal depth, and the field inside is that of a charge $(1-\beta)q$ at the original position. The potential is then continuous at the surface. Continuity of the normal displacement requires $1+\beta=\varepsilon(1-\beta)$, so $\beta=(\varepsilon-1)/(\varepsilon+1)$. The two charges of a normal dipole produce an image dipole $\beta p_0$ in the same direction, at distance $2x$. Its field at the molecule is $2\beta p_0/(2x)^3=\beta p_0/(4x^3)$. The energy of an induced response is half the product of dipole and field:
\begin{equation}
 U_{\rm full}=-\frac{\beta p_0^2}{8x^3},\qquad
 \frac{U_{\rm pair}}{U_{\rm full}}
 =\frac32\,\frac{\varepsilon+1}{\varepsilon+2}.
\end{equation}
For $\varepsilon\to1$ the ratio tends to 1, as it should for a dilute medium. For $\varepsilon=12$, a rough value for silicon, it is $1.39$. The static pairwise sum is thus $39\,\%$ stronger than the full response. This is an indication of size and not a correction factor for $C_3$: dispersion involves rapid charge fluctuations, to which silicon does not respond with its static permittivity. In a rough one-oscillator model of that response, the same ratio averaged over the fluctuations of a nitrogen molecule is only about $1.25$. The $C_3$ used above, which also rests on the free-atom $C_6$, is then about $1.5$ times the value from the full dielectric response. The Clausius--Mossotti picture of separate point atoms is itself crude for a covalent crystal.

\subsection{Retardation and the real surface}

The pair law assumes that the field crosses the gap quickly compared with the charge fluctuations. For a typical excitation energy of 10 eV, the length to compare with is $\hbar c/(10\ \text{eV})=19.7$ nm. The height is $0.018$ of this, so retardation is a minor concern here. At distances comparable with that length, the inverse-cube law can no longer be trusted.

At 300 K, $k_BT=25.9$ meV. The half-space well of 62.1 meV is then $2.4\,k_BT$ deep, the well for separate planes about $2.1\,k_BT$, and the well above the hollow about $3.1\,k_BT$. Deposition is often run hotter, roughly at 400 to 600 K; at 500 K the half-space well would be only $1.4\,k_BT$ deep. The model therefore describes a weakly held molecule. It does not describe a precursor that bonds chemically to the surface. Real Si(001) is also reconstructed or covered by hydrogen, oxide or other groups, which changes both the top layer and the closest approach. The top layer matters most, since it supplies two thirds of the attraction in this example. The height is an input, and the attraction is sensitive to it: with $p\approx3.5$, a height $10\,\%$ smaller strengthens the attraction by a factor of about $0.9^{-3.5}\approx1.45$, and one $10\,\%$ larger reduces it to about $1.1^{-3.5}\approx0.72$ of its value. The molecule's shape and orientation are absent as well. The value of $-84$ meV is thus the pairwise attraction for the stated inputs, not a predicted adsorption energy.

Numerical values quoted here were computed with a short program.
